# Capacitor lifetime under triangular and square bipolar cycling

## Problem

A ferroelectric capacitor is cycled between the fields $+E_p$ and $-E_p$ until it breaks down. Damage accumulates at a rate set by the instantaneous absolute field,

$$r(E)=r_0\,e^{g|E|},\qquad g>0 .$$

One sample is driven by an ideal square wave, another by a symmetric triangular wave. Both waves have zero mean and the same peak field. The samples have the same temperature, $r_0$ and $g$, and each fails at the same critical damage, without recovery.

(a) Find the ratio $R=t_{\rm tri}/t_{\rm sq}$ of the total cycling times to failure as a function of the peak exponent $x=gE_p$.

(b) Evaluate it for $x=10$.

(c) A hafnium zirconium oxide film is 10 nm thick and is cycled at 300 K and 100 kHz with $E_p=3$ MV/cm and $x=10$. The square-wave lifetime is $10^4$ s. Find the triangular-wave lifetime, and the barrier and effective dipole implied by thermally activated damage with an attempt rate of $10^{13}\ \mathrm{s^{-1}}$.

## Hints

1. Lifetimes span many periods. Which average of the rate decides them?
2. How much time does a linear ramp spend in each equal interval of field?
3. Average the exponential, not the field inside it.
4. For (c), let the field lower an activation barrier linearly, and compare exponents.

## Solution

### From damage to an average rate

Existing damage may speed up further damage. Let

$$\frac{dD}{dt}=G(D)\,r(E(t)),$$

with the same positive function $G$ for both waves. Separating variables from the fresh state to failure gives

$$C\equiv\int_0^{D_c}\frac{dD}{G(D)}=\int_0^{t_f}r(E(t))\,dt .$$

The left side does not depend on the waveform. Over many periods the right side is $\bar r\,t_f$, where $\bar r$ is the period average, so $t_f\simeq C/\bar r$.

The error of this step can be bounded. The absolute field repeats after half a period, $h=T/2$. Write $t_f=nh+\tau$ with $0\le\tau<h$. The $n$ complete half-periods contribute $nh\bar r$, and the unfinished one contributes an amount $a$ between 0 and $h\bar r$. Hence

$$\frac{C}{\bar r}-t_f=\frac{nh\bar r+a}{\bar r}-nh-\tau=\frac{a}{\bar r}-\tau ,$$

whose magnitude is at most $T/2$. At 100 kHz this is 5 µs, negligible beside a lifetime of hours.

### The two averages

For the ideal square wave $|E|=E_p$ throughout, so

$$\bar r_{\rm sq}=r_0e^x .$$

For the triangular wave, $|E|$ rises or falls linearly in each quarter period. Equal field intervals therefore take equal times, and $u=|E|/E_p$ is uniformly distributed between 0 and 1:

$$\bar r_{\rm tri}=r_0\int_0^1e^{xu}\,du
=r_0\left[\frac{e^{xu}}{x}\right]_0^1
=r_0\frac{e^x-1}{x}.$$

Lifetime is inversely proportional to average rate, so

$$R=\frac{\bar r_{\rm sq}}{\bar r_{\rm tri}}
=\frac{x e^x}{e^x-1}
=\boxed{\frac{x}{1-e^{-x}}}.$$

The last step divides numerator and denominator by $e^x$. The frequency has cancelled from the ratio of times. The number of cycles is frequency times lifetime, so the ratio of cycle counts is also $R$ if the two frequencies are equal.

### Limits and meaning

For small $x$,

$$1-e^{-x}=x\left(1-\frac{x}{2}+\frac{x^2}{6}-\cdots\right),$$

and inversion of the bracket gives

$$R=1+\frac{x}{2}+\left(\frac{x^2}{4}-\frac{x^2}{6}\right)+\cdots
=1+\frac{x}{2}+\frac{x^2}{12}+\cdots .$$

When the rate hardly depends on field, the waveform hardly matters. For large $x$, $e^{-x}$ is negligible and $R\simeq x$: the triangular wave does as much damage as a dwell at the peak lasting a fraction $1/x$ of the time.

For $x=10$,

$$R=\frac{10}{1-e^{-10}}=10.00045\simeq10 .$$

**Triangular cycling lasts about ten times longer.** Most of its damage comes from near the peaks. The top tenth of the field range contributes

$$\frac{\int_{0.9}^{1}e^{xu}du}{\int_0^1e^{xu}du}
=\frac{1-e^{-x/10}}{1-e^{-x}}=63.2\%$$

of the damage in one tenth of the time.

The decimals beyond 10 have no practical weight. Suppose instead that the damage rate is proportional to $\sinh(g|E|)$, which vanishes at zero field. The ramp average of $\sinh(xu)$ is $(\cosh x-1)/x$, and the ratio becomes

$$\frac{x\sinh x}{\cosh x-1}=x\coth\frac{x}{2}=10.0009 .$$

This small change in the low-field law already alters the fourth decimal.

The lifetime argument was also tested by stepping $dD/dt=(1+4D)\,r$ in time from $D=0$ to $D=1$, with $x=10$ and a peak rate of 0.01 per unit time. The ratio was 9.998 for a period of 1.0 time unit and 10.000 for a period of 0.5, in agreement with $R$ within the half-period bound.

### The capacitor

In atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$), with $k$ Boltzmann's constant, take a barrier $\Delta$ lowered by the field through an effective dipole $p$:

$$r=\nu\exp\left[-\frac{\Delta-p|E|}{kT}\right].$$

Comparison with $r_0e^{g|E|}$ gives

$$r_0=\nu e^{-\Delta/kT},\qquad g=\frac{p}{kT}.$$

The field acceleration is $g=10/(3\ \mathrm{MV/cm})=3.33$ cm/MV. At 300 K, $kT=0.02585$ eV. Since 1 cm/MV is $10^{-8}$ m/V,

$$\frac{p}{e}=(3.333\times10^{-8}\ \mathrm{m/V})(0.02585\ \mathrm V)=0.862\ \mathrm{nm}.$$

Scale the damage so that $C=1$. Then $r_0e^{x}t_{\rm sq}=1$, and

$$r_0=\frac{e^{-10}}{10^4\ \mathrm s}=4.54\times10^{-9}\ \mathrm{s^{-1}},$$

$$\Delta=kT\ln\frac{\nu}{r_0}=0.02585\times49.14\ \mathrm{eV}=1.27\ \mathrm{eV}.$$

The peak field lowers this by $10\,kT=0.26$ eV, to 1.01 eV. These are effective barriers, because they depend on the chosen attempt rate and damage scale: a tenfold change in either shifts them by $kT\ln10=0.06$ eV. The dipole is likewise a measure of how strongly the rate depends on field, and need not be the dipole of any one bond. The lifetimes are

$$t_{\rm sq}=10^4\ \mathrm s,\qquad t_{\rm tri}=10\,t_{\rm sq}=10^5\ \mathrm s\approx28\ \mathrm h,$$

or $10^9$ and $10^{10}$ cycles at 100 kHz.

### How far the numbers can be trusted

A thickness near 10 nm and fields of a few MV/cm are roughly typical of hafnium zirconium oxide capacitors. The exponent and the square-wave lifetime are chosen, not measured. The model describes breakdown by accumulated damage; it does not predict the changes of remanent polarization in wake-up and fatigue.

A real square wave has finite edges. If linear edges occupy a fraction $f$ of the period, the field there is distributed as in the triangular wave, and the mean rate is $r_0e^x[(1-f)+f/R]$. The lifetime ratio becomes

$$R\left[(1-f)+\frac{f}{R}\right]=(1-f)R+f,$$

which is 9.1 for $f=0.1$.

Absolute lifetimes are far more sensitive than their ratio. With $\nu$, $\Delta$ and $p$ held fixed, raising the temperature to 358 K reduces $x$ to $10\times300/358=8.38$ and the ratio to 8.38, while the square-wave lifetime falls from $10^4$ s to 18 s. At 300 K, raising the peak field to 4.5 MV/cm multiplies that lifetime by $e^{-5}$, leaving 67 s. This extrapolates the assumed rate law; a real film may break down almost at once near such a field. A spot ten percent thinner, at the same voltage, has $x=10/0.9=11.1$: its ratio is 11.1, and its square-wave lifetime is 0.33 of the nominal one.

The local field may also follow the polarization. Adding 0.3 MV/cm along the polarization, with abrupt reversal at a coercive field of 1 MV/cm, gives a ratio of 10.006. Both waves gain the same factor $e^{0.3g}=e$ at their peaks, where most of the damage occurs. The sign matters. A depolarizing field inside the ferroelectric opposes the polarization: it lowers the peak field but adds to the applied field just before each reversal. The same model then gives 9.96 for 0.3 MV/cm and 6.7 for 1 MV/cm, where the local field before reversal reaches its peak value. Abrupt reversal also hides the matching overshoot at the edges of the square wave.

The time-averaged self-heating is small here. Each reversal under the square wave moves a charge $2P_r$ per area at field $E_p$, so two reversals per period release $4P_rE_p$ per volume. For $P_r=20$ µC/cm², the 10 nm film at 100 kHz produces 24 W/cm². On a thick substrate of conductivity $\kappa$, a surface element $dA$ with heat flux $q$ warms a point at distance $\rho$ by $q\,dA/(2\pi\kappa\rho)$. Integration over a disc of radius $a$ gives $qa/\kappa$ at its centre. With $a=50$ µm and a rough $\kappa=1.5$ W/(cm K) for silicon, the time-averaged rise is 0.08 K. A steady rise of this size increases the peak damage rate by about 1%. The heat is released in bursts at the reversals, so the film is briefly much warmer than this average. One reversal releases $2P_rE_p=120$ J/cm³, enough for about 40 K if no heat left the film. With rough thermal parameters the peak rise is below 1 K for switching in 100 ns and tens of kelvin for switching in 1 ns. The bursts are so short that the mean rate still changes by only about 1%. This estimate leaves out dielectric loss and the thermal resistance of electrodes and interfaces.

## Variation 1: another field law

**Question.** The rate is proportional to $|E|^n$, with the same logarithmic slope at the peak as the exponential law. What is the ratio for $x=10$?

**Solution.** With $u=|E|/E_p$, the exponential law has $d\ln r/d\ln u=xu$, which equals $x$ at the peak. The power law has slope $n$, so $n=x=10$. Its ramp average relative to the peak rate is

$$\int_0^1u^n\,du=\frac{1}{n+1},$$

and the ratio is $n+1=11$.

Two other laws with the same peak slope are $e^{2x(\sqrt u-1)}$ and $e^{x(1-1/u)}$. Numerical averaging gives ratios of 10.5 and 11.9. All three exceed $R$ for one reason: $\ln u$, $\sqrt u$ and $-1/u$ are concave, so the logarithm of each relative rate lies below its tangent at $u=1$. That tangent, $x(u-1)$, is the exponential law. Each ramp average is therefore smaller, and the lifetime ratio larger.

Matching the slope is essential. Suppose instead that damage follows the Fowler–Nordheim tunnelling current, proportional to $u^2e^{-b/u}$. For a triangular barrier of height $\phi$, in atomic units,

$$b=2\int_0^{\phi/E_p}\sqrt{2m(\phi-E_pz)}\,dz=\frac{4\sqrt{2m}\,\phi^{3/2}}{3E_p}.$$

A chosen barrier of 2 eV and a mass of 0.2 electron masses give $b=28.8$. The peak slope is $b+2=30.8$, and numerical averaging gives a ratio of about 33. Most of the change from 10 comes from the steeper slope: an exponential law with $x=30.8$ already gives a ratio of 30.8. The tunnelling formula fails when the film voltage is below the barrier height, here for $u<2/3$; continued there, it contributes negligibly.

## Variation 2: damage at each polarization reversal

**Question.** Each period also adds reversal damage, equal for both waves. It is $s$ times the field damage done by the square wave in one period. Find the new ratio for $s=0.1$ and $x=10$.

**Solution.** Assume that existing damage speeds up both kinds of damage by the same factor $G(D)$, so that $s$ stays constant during the life of the sample. Measure damage per period in units of the square wave's field damage. The square wave does $1+s$ and the triangular wave $1/R+s$. At equal frequency,

$$\frac{t_{\rm tri}}{t_{\rm sq}}=\frac{1+s}{1/R+s}
=\frac{1.1}{0.1+0.1}=5.5 .$$

The added damage shortens the square-wave lifetime by a factor of 1.1 but halves the triangular one, because the gentler wave had little field damage to begin with. For large $s$ the ratio tends to 1.

If the damage per reversal, at a given state of damage, does not depend on frequency, $s$ is proportional to frequency, since a shorter period leaves less time for field damage. The advantage of the triangular wave then shrinks as the common frequency rises. The values of $s$ and $x$ here are chosen. For a real capacitor, both the reversal damage and the field dependence of the lifetime have to be measured before a lifetime ratio is used in design.

The numerical output below lists the main values.

## Calculated quantities

```
Peak exponent x: 10.0
Lifetime ratio triangle/square R: 10.000454
R minus x: 4.540e-04
Triangle mean rate / peak rate: 0.099995
Damage share from top 10% of field: 63.2 %
Simulated ratio, period 1.0: 9.998
Simulated ratio, period 0.5: 10.000
Film thickness: 10.0 nm
Peak field: 3.0 MV/cm
Peak voltage: 3.0 V
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Frequency: 100 kHz
Field acceleration g: 3.333 cm/MV
Effective dipole p: 0.862 e nm
Attempt rate (chosen): 1.0e+13 1/s
Zero-field damage rate r0: 4.540e-09 1/s
Zero-field barrier: 1.270 eV
Barrier at peak field: 1.012 eV
Square lifetime (chosen): 1.000e+04 s
Triangle lifetime: 1.00005e+05 s
Square cycles to failure: 1.000e+09
Triangle cycles to failure: 1.00005e+10
Edge fraction of period: 0.10
Ratio with finite square edges: 9.100
Switching/square field damage s: 0.10
Ratio with switching damage: 5.500
Ratio, power law: 11.000
Ratio, square-root-field law: 10.526
Ratio, reciprocal-field law: 11.853
Ratio, hyperbolic-sine law: 10.00091
Tunnel barrier (chosen): 2.0 eV
Tunnel mass (chosen): 0.20 electron masses
Tunnel exponent at peak: 28.80
Tunnel current at peak: 1.08e-05 A/cm2
Ratio, tunnel-current damage: 32.69
Higher use temperature: 358 K
Peak exponent when hot: 8.380
Ratio when hot: 8.382
Square lifetime when hot: 17.61 s
Ratio at 10% thinner spot: 11.111
Thin-spot square lifetime factor: 0.329
Higher peak field: 4.5 MV/cm
Square lifetime at higher field: 67.4 s
Coercive field (chosen): 1.0 MV/cm
Polarization-linked field: 0.3 MV/cm
Ratio with polarization-linked field: 10.0057
Remanent polarization (chosen): 20 uC/cm2
Capacitor radius (chosen): 50 um
Silicon conductivity (rough): 1.5 W/(cm K)
Square-wave switching heat flux: 24.0 W/cm2
Central temperature rise: 0.080 K
Peak-rate increase by heating: 1.05 %
```
